Logarithmic exposure for coating a tapered hole to its tip

Take a straight round hole of radius R and depth L, much deeper than it is wide, and let a precursor gas coat its wall one molecular layer at a time. Each wall site accepts one molecule and then becomes inert. If molecules react readily, the layer grows inward from the mouth as a sharp front: the wall above depth ℓ is full, the wall below is bare. New molecules must cross the full section to reach bare wall. Its resistance to flow is proportional to ℓ, so the front advances at a rate proportional to 1/ℓ, and the time to reach the bottom grows as L². A tapered hole offers less wall to coat, but its narrow end is harder to reach. Which effect wins is decided by the flow law.

The gas is so dilute that molecules meet the wall far more often than each other. They leave the wall diffusely, with no memory of their arrival direction. Let n be the number density, m the molecular mass, T the common temperature of gas and wall, k_B Boltzmann's constant and v̄ = √(8k_BT/πm) the mean speed. In an isotropic gas the flux per solid angle onto a surface, at angle α to its normal, is n v̄ cos α/(4π). Since the integral of cos α over a hemisphere is π, the impingement rate per area is

Γ = n v̄/4 = P/√(2πmk_BT),

where the second form uses P = nk_BT.

Now consider a long tube of radius r in which n varies linearly along the axis z, with gradient n′. A full wall returns every molecule it receives, so the wall at z emits like a gas of density n(z). Look at a point in a cross-section and at molecules travelling at angle θ to the z axis. If d is the distance back to the wall, measured within the plane of the cross-section, they left the wall at z − d cot θ, where the density was n − n′d cot θ. The net flux through the point is

∫dφ ∫₀^π sin θ dθ (v̄/4π) cos θ (n − n′d cot θ).

The term in n vanishes, because as many molecules go forward as back. In the other term sin θ cos θ cot θ = cos²θ, whose integral from 0 to π is π/2. The flux is therefore −(v̄n′/8)∫d dφ.

It remains to integrate over the cross-section. For a fixed direction φ, divide the disc into parallel chords at distance x from the centre, each of length c = 2√(r² − x²). The distance to one end of a chord, integrated along it, is c²/2 = 2(r² − x²). Integrating over x from −r to r gives 8r³/3, and the 2π range of φ gives 16πr³/3. The molecular flow in the +z direction is thus

J = −(2π/3) v̄ r³ dn/dz.

This is the Knudsen flow law. As a test, the resistance of long tubes was computed from the exchange of molecules between wall rings, without assuming a local flow law. In units of the resistance of the open mouth, and per length of one radius, the law predicts 3/8 = 0.375. The resistance added on lengthening a tube from 60 to 120 radii gave 0.378.

In the straight hole the density falls from n₀ at the mouth to zero at the front, so J = (2π/3)v̄R³n₀/ℓ. Let s be the number of sites per wall area. An advance dℓ fills 2πRs dℓ sites, and equating this to J dt gives

v̄n₀ dt = 3s ℓ dℓ/R²,  hence  v̄n₀t = 3sL²/(2R²).

Dividing by 4s gives the dimensionless exposure K, the number of molecules that strike unit area at the mouth for every site on unit area of wall:

K = Γt/s = (3/8)(L/R)².

The physical exposure is Pt = K s√(2πmk_BT).

Let the hole now taper linearly to a flat tip of radius a:

r(z) = R − kz,  k = (R − a)/L.

The slender-pore model assumes k ≪ 1 and makes three approximations. The flow law is applied with the local radius. The wall area between z and z + dz is taken as 2πr dz, dropping a factor √(1 + k²). The resistance of the openings at the mouth and at the front is neglected, and so are the sites on the tip disc. The density at the mouth is held at n₀.

The flow is also taken as quasi-steady: gas stored in the hole is negligible beside gas taken up by the wall. Then J does not depend on z above the front. Writing the flow law as −dn = 3J dz/(2πv̄r³) and integrating from n₀ at the mouth to zero at ℓ gives

J = (2πv̄/3) n₀ / ∫₀^ℓ dz/r³.

Filling the next strip requires J dt = 2πr(ℓ)s dℓ. Solving for n₀ dt, integrating over the depth and multiplying by v̄/(4s) gives

K = (3/4) ∫₀ᴸ r(ℓ) [∫₀^ℓ dz/r³] dℓ.

For the cone dr/dz = −k, so d(1/r²)/dz = 2k/r³, and the inner integral is

∫₀^ℓ dz/r³ = (1/2k)[1/r(ℓ)² − 1/R²].

In the outer integral put dℓ = −dr/k and reverse the limits:

K = (3/8k²) ∫ₐᴿ (1/r − r/R²) dr.

The first term integrates to ln(R/a) and the second to (R² − a²)/(2R²). With k = (R − a)/L,

K = (3/8)[L/(R − a)]² [ln(R/a) − (1 − a²/R²)/2].

Direct numerical evaluation of the double integral agreed with this formula within a relative tolerance of 10⁻⁴ at each tip radius listed below, and also at 0.001 nm, for a mouth radius of 50 nm and a depth of 5000 nm.

The straight hole must return when a approaches R. Put a = R(1 − ε). Then ln(R/a) = ε + ε²/2 + ε³/3 + …, while (1 − a²/R²)/2 = ε − ε²/2. The bracket is ε² + ε³/3 + …, the prefactor is (3/8)(L/R)²/ε², and

K = (3/8)(L/R)²(1 + ε/3 + …).

A slight taper therefore raises the exposure already at first order, although it reduces the wall area.

In the opposite limit, with R and L fixed and a tending to zero,

K → (3/8)(L/R)² [ln(R/a) − 1/2].

This is the logarithmic divergence. It comes from the term dr/r. When the front stands where the radius is r, the resistance above it grows as 1/r², because the narrowest part dominates ∫dz/r³. The wall area in a step dr is proportional to r dr. Their product is dr/r, so near the tip each equal ratio of radii costs the same exposure.

The divergence belongs to complete coating. In a perfectly pointed cone, the same calculation stopped at a front radius r_f gives

K = (3/8)(L/R)² [ln(R/r_f) − (1 − r_f²/R²)/2],

which is finite for every r_f > 0. Once r_f ≪ R, this can be solved for the front radius:

r_f ≈ R e^(−1/2) exp[−8KR²/(3L²)].

The uncoated remainder shrinks exponentially with exposure but does not vanish at any finite exposure.

A linear taper is the marginal case. Let y be the distance from the apex and r = R(y/L)ᵖ with p > 1/3. The resistance integral then grows as y^(1−3p) near the apex. Multiplied by the radius, it gives an integrand y^(1−2p), which is integrable at y = 0 if p < 1, gives a logarithm if p = 1, and gives a power divergence y^(2−2p) if p > 1.

For the blunt tip p = 1/2, with w = y/L, the inner integral is 2L(w^(−1/2) − 1)/R³. Hence

K = (3/4)(L/R)² ∫₀¹ 2(1 − w^(1/2)) dw = (1/2)(L/R)²,

which is 4/3 of the value for the straight hole; numerical integration gave a ratio of 1.3333. For p = 2, stopping ten times closer to the apex should multiply the exposure by about 100, and moving the cutoff from 0.01L to 0.001L gave 100.02. Very close to a blunt apex the wall is no longer nearly parallel to the axis, so there the slender model describes the shape only formally.

The sharp front is itself an idealization. Suppose a molecule striking a bare site sticks with probability β, and let θ be the fraction of sites filled. Langmuir kinetics then gives

∂θ/∂t = βΓ(1 − θ)/s.

Define the local exposure X(z) = (1/s)∫Γ dt. Starting from a bare wall, θ = 1 − exp(−βX). Since n = 4Γ/v̄, the flow law reads J = −(8π/3)r³ ∂Γ/∂z, and conservation of molecules requires ∂J/∂z = −2πrs ∂θ/∂t. Integrating this balance over time and dividing by −(8π/3)s gives

d/dz(r³ dX/dz) = (3/4) r θ.

The time history has dropped out. This equation still uses the diffusive flow law inside the reacting zone, which is justified when β is small.

In the cone d/dz = −k d/dr. Define h = k²r dX/dr, so that k²r³ dX/dr = r²h. The balance becomes d(r²h)/dr = (3/4)rθ. With u = ln r, multiplying by r and dividing by r² gives

dh/du = (3/4)θ − 2h,  dX/du = h/k².

No flow passes through the tip disc in this model, so h = 0 at r = a. If θ = 1 everywhere, the solution is h = (3/8)(1 − a²/r²), and integrating h/k² from the tip to the mouth reproduces K.

For finite β, h is never negative, so X and θ increase from the tip towards the mouth. Thus θ lies between its tip value θ_tip and 1. Because h depends linearly on θ with a positive response, h lies between θ_tip and 1 times its sharp-front value. Integration gives

θ_tip K ≤ X_mouth − X_tip ≤ K,  X_tip = −ln(1 − θ_tip)/β.

Finite sticking therefore does not remove the divergence. It also leaves the leading coefficient unchanged: once r is a large enough multiple of a, θ is close to 1 and h is close to 3/8. The multiple needed depends on β, k and the required tip coverage, but not on a as a → 0, so what happens near the tip adds a constant to the logarithm. Between a = 10⁻⁴R and 10⁻⁶R, the computed increase per unit of ln(1/a) was 0.99963 of (3/8)(L/R)², both for the sharp front and for β = 0.01 with θ_tip = 0.95. The small deficit comes from the prefactor [L/(R − a)]², which still falls slightly over that interval.

The time-integrated equation was also compared with a calculation that followed the coverage step by step. For R = 1, a = 0.1 and L = 50 in common length units, with β = 0.1 and a final tip coverage of 0.95, the mouth exposures were 2117.1 and 2116.9 respectively.

The width of the front scales with the decay length of the gas ahead of it. Where θ is nearly zero, and if the change of r over the decay length is neglected, balancing flow against reaction gives d²Γ/dz² = 3βΓ/(4r²), so Γ decays over a length r√(4/3β). The distance to the apex of the extended cone is r/k. Their ratio, k√(4/3β), does not depend on r. A front that is sharp near the mouth thus stays equally sharp, relative to the remaining distance, until it nears the closed tip; the condition is k ≪ √β.

For numbers, take trimethylaluminium, a precursor for aluminium oxide, in a hole with R = 50 nm, a = 5 nm and L = 5000 nm at 500 K. The mass is 72.09 u, the precursor pressure is 0.10 Torr, and the site density is set at a rough 4 per nm². These inputs give

s√(2πmk_BT) = 2.162 × 10⁻⁶ Torr s.

The slope is k = 45/5000 = 0.009. The bracket is 2.3026 − (1 − 0.01)/2 = 1.8076, so

K = 0.375 × (5000/45)² × 1.8076 = 8368.

The exposure is 8368 × 2.162 × 10⁻⁶ = 0.0181 Torr s, or 2.41 Pa s, and the pulse lasts 0.0181/0.10 = 0.18 s. A straight hole with the same mouth and depth has K = 3750 and needs 0.0081 Torr s. The cone has 55 % of that hole's side-wall area, since its mean radius is 27.5 nm, yet it needs 2.23 times the exposure.

With mouth and depth held fixed, the tip radius changes the result as follows:

a = 40 nm: 0.0087 Torr s
a = 25 nm: 0.0103 Torr s
a = 10 nm: 0.0143 Torr s
a = 5 nm: 0.0181 Torr s
a = 2 nm: 0.0239 Torr s
a = 1 nm: 0.0288 Torr s

The limiting law adds 0.0187 Torr s per decade of tip radius, but the decade from 10 to 1 nm adds 0.0145 Torr s. The difference comes mainly from the prefactor: [R/(R − a)]² falls from 1.56 to 1.04 over that decade and offsets part of the growth of the logarithm. The limiting slope appears in the pointed cone, where the prefactor is constant. Coating it to 90, 99 and 99.9 % of its depth takes 0.01465, 0.03328 and 0.05195 Torr s. The steps are 0.01863 and 0.01867 Torr s, approaching the limiting value.

The neglected effects can be sized for the same hole. To include the resistance of the openings, the slender resistance was replaced by the free-molecular transmission of the coated section, with a perfect sink beyond the front. This raises the exposure by about 7 %. The ring calculation behind that figure was extrapolated in ring length, and its last refinement moved the exposure by 0.10 %. The figure contains every departure from the local flow law; a single mouth orifice in series would add only 1.3 %. Doubling the depth at fixed radii reduces the correction to 3.8 % and doubling it again to about 2 %, so it shrinks towards the slender limit, somewhat more slowly than 1/L.

The tip disc adds 0.26 %. Its contribution stays finite as a → 0: its area is proportional to a², the resistance to 1/a², and in the slender model their product tends to K_disc = 3L/(16R).

With a rough sticking probability of 0.01 and a required tip coverage of 95 %, the mouth exposure rises by 3.2 % to K = 8636. The tip itself needs X_tip = ln(20)/0.01 = 300. The difference, 8336, lies between the bounds 0.95 × 8368 = 7950 and 8368. The estimate above puts the decay length of the gas ahead of the front at 0.10 of the distance to the apex; including the taper raises this to about 0.12. The coverage step is wider: its rise from 10 to 90 % spans about 0.4 of the distance from the half-covered point to the apex. The front is therefore visibly spread out, even though at this β the total exposure stays close to the sharp-front value. The correction grows roughly as 1/β, and β is known only roughly: for the same hole and tip coverage it is 6.6 % at β = 0.005, 17 % at 0.002 and 34 % at 0.001.

Molecular size matters more as the tip narrows. Treat the molecule as a hard sphere of radius ρ = 0.3 nm, so that its centre moves in a channel of radius r − ρ while the wall keeps its sites. This crude estimate adds 6.0 % at a = 5 nm. It also changes the limit: near the tip the integrand becomes r/(r − ρ)², and its integral grows as ρ/(a − ρ) when a approaches ρ. In this picture the logarithm gives way to a stronger divergence at molecular dimensions. The same estimate adds 12 % at a = 2 nm and about 22 % at a = 1 nm, so these entries in the list above illustrate the formula and do not predict a real pulse.

At β = 0.01 the largest change among those sized here comes from the film; at β = 0.001 finite sticking would exceed it. At a rough 0.1 nm per cycle, 20 cycles reduce the mouth radius to 48 nm and the tip radius to 3 nm. With the depth held at 5000 nm, the required exposure rises by 26 %. A pulse that just suffices for the first cycle is too short for later ones.

Two assumptions hold comfortably. At a total pressure of 1 Torr the mean free path is roughly 32 μm, against a mouth diameter of 0.1 μm. The gas stored at the mouth density is about 1.2 × 10⁻⁵ of the number of wall sites beside it, which supports the quasi-steady treatment.

A tip ten times narrower than the mouth was chosen to make the logarithm visible. For a milder taper, to a = 40 nm, the formula gives K = 4045, 8 % above the straight hole. Real holes may also be bowed or out of round, and the pressure at their mouths can drop when many holes draw on the same gas; neither effect is included. The exposure found here is for the aluminium precursor alone, and the oxidant pulse needs its own estimate. If one pulse length is to serve every cycle, it must be set by the last one, when the film has made the hole narrowest.

Computed values

```
mouth radius, tip radius, depth: 50, 5, 5000 nm
temperature: 500 K; precursor mass: 72.09 u
site density (rough): 4.0 per nm^2
precursor pressure: 0.10 Torr
mean thermal speed: 383.2 m/s
wall slope k: 0.0090
s sqrt(2 pi m kB T): 2.1619e-06 Torr s
ln(R/a): 2.3026
bracket: 1.8076
dimensionless exposure K, cone: 8368.4
dimensionless exposure K, cylinder of mouth radius: 3750.0
cone exposure: 0.01809 Torr s = 2.412 Pa s
cylinder exposure: 0.00811 Torr s
cone/cylinder exposure ratio: 2.232
pulse time for cone: 0.1809 s
limiting exposure added per decade of tip radius: 0.01867 Torr s
tip radius 40 nm: K = 4044.7, exposure = 0.00874 Torr s
tip radius 25 nm: K = 4772.2, exposure = 0.01032 Torr s
tip radius 10 nm: K = 6617.8, exposure = 0.01431 Torr s
tip radius 5 nm: K = 8368.4, exposure = 0.01809 Torr s
tip radius 2 nm: K = 11066.4, exposure = 0.02392 Torr s
tip radius 1 nm: K = 13323.4, exposure = 0.02880 Torr s
pointed cone coated to 90.0 % depth: 0.01465 Torr s
pointed cone coated to 99.0 % depth: 0.03328 Torr s
pointed cone coated to 99.9 % depth: 0.05195 Torr s
log slope / (3/8)(L/R)^2, quadrature: 0.99963
log slope / (3/8)(L/R)^2, finite sticking: 0.99963
square-root tip / cylinder exposure: 1.3333
quadratic tip, growth for 10x smaller cutoff: 100.02
long-tube resistance slope (3/8 expected): 0.3777
simulation and time-integral exposure, test cone: 2116.9, 2117.1
mouth and end effects: +6.95 %
same effects at doubled depth: +3.80 %
raw ring-mesh shift on last halving: +1.161 %
ratio of successive raw shifts (4 for second order): 3.73
shift between extrapolated ring results: +0.103 %
tip-disc sites: +0.26 %
sticking 0.01, tip coverage 95 %: K = 8635.8, change +3.19 %
tip's own dimensionless exposure in that case: 299.6
sticking 1, same tip coverage: change -0.00 %
front width / distance to apex: 0.104
molecular diameter 0.6 nm, hard-sphere estimate: +5.96 %
after 20 cycles of 0.1 nm growth: +25.8 %
mean free path at 1 Torr total (rough): 32.4 um
gas stored / wall sites at mouth: 1.21e-05
```
